# Feshbach-Villars decoupling of the Klein-Gordon equation through order $c^{-2}$: verification in Python

```python
"""
Result under test: for a spin-0 particle in static fields the Klein-Gordon
equation, in Feshbach-Villars two-component form, decouples to
    h = m c^2 + T + V - T^2/(2 m c^2) + O(c^-4),   T = (p - qA)^2/(2m),
with no Darwin and no spin-orbit term at order c^-2.  The c^-4 terms are
    T^3/(2 m^2 c^4) + [T,[T,V]]/(8 m^2 c^4).
Symbols: m mass, c speed of light, V potential energy, A vector potential
(charge absorbed), phi and chi the two components, Z nuclear charge,
n and l quantum numbers.  Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import schur, expm, eigh
from scipy.special import roots_genlaguerre, eval_genlaguerre


# ---------- symbolic: two-component form is equivalent to Klein-Gordon ------
t, x, y, z = sp.symbols("t x y z", real=True)
ms, cs = sp.symbols("m c", positive=True)
space = (x, y, z)
Vs = sp.Function("V")(*space)
As = [sp.Function(name)(*space) for name in ("A1", "A2", "A3")]
psi = sp.Function("psi")(t, *space)


def energy_op(f):
    return sp.I * sp.diff(f, t) - Vs * f


def pi_squared(f):
    total = 0
    for q, a in zip(space, As):
        g = -sp.I * sp.diff(f, q) - a * f
        total += -sp.I * sp.diff(g, q) - a * g
    return total


phi = (psi + energy_op(psi) / (ms * cs**2)) / 2
chi = (psi - energy_op(psi) / (ms * cs**2)) / 2
kg = (energy_op(energy_op(psi)) - cs**2 * pi_squared(psi)
      - ms**2 * cs**4 * psi)
kinetic = pi_squared(phi + chi) / (2 * ms)
row_up = energy_op(phi) - kinetic - ms * cs**2 * phi
row_low = energy_op(chi) + kinetic + ms * cs**2 * chi
assert sp.expand(row_up - kg / (2 * ms * cs**2)) == 0
assert sp.expand(row_low + kg / (2 * ms * cs**2)) == 0

# ---------- symbolic: Dirac double commutator gives Darwin + spin-orbit -----
sigma = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
spinor = sp.Matrix([sp.Function("f")(*space), sp.Function("g")(*space)])


def sigma_p(s):
    out = sp.zeros(2, 1)
    for mat, q in zip(sigma, space):
        out += mat * (-sp.I * s.diff(q))
    return out


def inner_commutator(s):
    return sigma_p(Vs * s) - Vs * sigma_p(s)


double = sigma_p(inner_commutator(spinor)) - inner_commutator(sigma_p(spinor))
grad = [sp.diff(Vs, q) for q in space]
mom = [-sp.I * spinor.diff(q) for q in space]
spin_orbit = sp.zeros(2, 1)
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    spin_orbit += sigma[i] * (grad[j] * mom[k] - grad[k] * mom[j])
laplacian = sum(sp.diff(Vs, q, 2) for q in space)
difference = -double / 8 - (laplacian * spinor / 8 + spin_orbit / 4)
assert difference.applyfunc(sp.expand) == sp.zeros(2, 1)

# ---------- matrix model: plane, Gaussian well, perpendicular field ---------
mass, field, depth, nbas = 1.5, 0.4, 3.0, 8
low = np.diag(np.sqrt(np.arange(1.0, nbas)), 1)
x1 = (low + low.T) / np.sqrt(2)
p1 = 1j * (low.T - low) / np.sqrt(2)
one = np.eye(nbas)
pix = np.kron(p1, one) + 0.5 * field * np.kron(one, x1)
piy = np.kron(one, p1) - 0.5 * field * np.kron(x1, one)
T = (pix @ pix + piy @ piy) / (2 * mass)
V = -depth * np.kron(expm(-0.5 * x1 @ x1), expm(-0.8 * x1 @ x1)) + 0j
dim = nbas**2
unit = np.eye(dim)


def norm(a):
    return np.linalg.norm(a, 2)


def comm(a, b):
    return a @ b - b @ a


def fv_matrix(c):
    """Feshbach-Villars Hamiltonian minus m c^2."""
    return np.block([[T + V, T], [-T, V - T - 2 * mass * c**2 * unit]])


a_op = pix - 1j * piy


def dirac_matrix(c):
    """Planar Dirac Hamiltonian minus m c^2."""
    return np.block([[V, c * a_op],
                     [c * a_op.conj().T, V - 2 * mass * c**2 * unit]])


def decouple(H, c, sign):
    """Normalized upper block from the invariant positive-energy subspace.
    sign = -1: norm |phi|^2 - |chi|^2;  sign = +1: ordinary norm."""
    _, vec, count = schur(H, output="complex",
                          sort=lambda w: w.real > -mass * c**2)
    assert count == dim
    X = vec[dim:, :dim] @ np.linalg.inv(vec[:dim, :dim])
    w, u = np.linalg.eigh(unit + sign * X.conj().T @ X)
    root = (u * np.sqrt(w)) @ u.conj().T
    iroot = (u / np.sqrt(w)) @ u.conj().T
    return root @ (H[:dim, :dim] + H[:dim, dim:] @ X) @ iroot, X


def h_second(c):
    return T + V - T @ T / (2 * mass * c**2)


def c4_terms(c):
    cube = T @ T @ T / (2 * mass**2 * c**4)
    mixed = comm(T, comm(T, V)) / (8 * mass**2 * c**4)
    return cube, mixed


err2, err4, errX, err_up, err_low, err_odd = [], [], [], [], [], []
for c in (20.0, 40.0):
    H = fv_matrix(c)
    h, X = decouple(H, c, -1)
    cube, mixed = c4_terms(c)
    err2.append(norm(h - h_second(c)))
    err4.append(norm(h - h_second(c) - cube - mixed))
    errX.append(norm(X + T / (2 * mass * c**2)))
    S = np.kron(np.array([[0, 1], [1, 0]]), T) / (2 * mass * c**2)
    G = expm(S) @ H @ expm(-S)
    err_up.append(norm(G[:dim, :dim] - h_second(c) - cube - mixed))
    lower = (V - 2 * mass * c**2 * unit - T + T @ T / (2 * mass * c**2)
             - cube + mixed)
    err_low.append(norm(G[dim:, dim:] - lower))
    odd = comm(T, V) / (2 * mass * c**2) - T @ T / (mass * c**2)
    err_odd.append(norm(G[:dim, dim:] - odd))
ratio = {name: e[0] / e[1] for name, e in
         (("h2", err2), ("h4", err4), ("X", errX), ("up", err_up),
          ("low", err_low), ("odd", err_odd))}
# doubling c: an omitted c^-4 term gives 16, an omitted c^-6 term gives 64;
# the windows allow for the next power of T/(m c^2), a few per cent here
for name in ("h2", "X", "odd"):
    assert 14.5 < ratio[name] < 17.5, (name, ratio[name])
for name in ("h4", "up", "low"):
    assert 57 < ratio[name] < 71, (name, ratio[name])


def c2_coefficient(builder, sign, h0):
    """Coefficient of c^-2 in the decoupled operator, extrapolated in c."""
    k = [c**2 * (decouple(builder(c), c, sign)[0] - h0) for c in (60., 120.)]
    return (4 * k[1] - k[0]) / 3


aad = a_op @ a_op.conj().T
coef_kg = c2_coefficient(fv_matrix, -1, T + V)
coef_dirac = c2_coefficient(dirac_matrix, +1, aad / (2 * mass) + V)
v_part_kg = norm(coef_kg + T @ T / (2 * mass))
v_dirac = coef_dirac + aad @ aad / (8 * mass**3)
v_part_dirac = norm(v_dirac)
v_formula = -(aad @ V - 2 * a_op @ V @ a_op.conj().T + V @ aad) / (8 * mass**2)
assert v_part_kg < 5e-3 * v_part_dirac
assert norm(v_dirac - v_formula) < 5e-3 * v_part_dirac

# ---------- Coulomb example: 2s and 2p of a spinless particle, m = 1 --------
Z = 10
c_au = 1 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
n = 2
eps0 = -Z**2 / (2 * n**2)


def kg_numeric(l, c, size=12):
    """Level minus c^2 from the radial Klein-Gordon equation, Laguerre basis."""
    g = 0.5 + np.sqrt((l + 0.5)**2 - (Z / c)**2)
    s, w = roots_genlaguerre(40, 2 * g - 2)
    scale = 2 * Z / n
    L = np.array([eval_genlaguerre(k, 2 * g - 1, s) for k in range(size)])
    dL = np.array([0 * s if k == 0 else -eval_genlaguerre(k - 1, 2 * g, s)
                   for k in range(size)])
    D = g * L - s * L / 2 + s * dL
    inv_r2 = scale * (L * w) @ L.T
    inv_r = (L * w * s) @ L.T
    over = (L * w * s**2) @ L.T / scale
    kin = 0.5 * (scale * (D * w) @ D.T + l * (l + 1) * inv_r2)
    e = eps0
    for _ in range(30):
        rel = e**2 * over + 2 * e * Z * inv_r + Z**2 * inv_r2
        e = eigh(kin - Z * inv_r - rel / (2 * c**2), over,
                 eigvals_only=True)[n - l - 1]
    return e


def kg_closed(l, c):
    nu = n - l - 0.5 + np.sqrt((l + 0.5)**2 - (Z / c)**2)
    return c**2 * (1 / np.sqrt(1 + (Z / (c * nu))**2) - 1)


r, Zs = sp.symbols("r Z", positive=True)
radial = {0: r * (1 - Zs * r / 2) * sp.exp(-Zs * r / 2),
          1: r**2 * sp.exp(-Zs * r / 2)}
t2_sym, density0 = {}, {}
for l, u in radial.items():
    Tu = sp.expand(-sp.diff(u, r, 2) / 2 + l * (l + 1) * u / (2 * r**2))
    assert sp.simplify(Tu - Zs * u / r + Zs**2 * u / 8) == 0
    size2 = sp.integrate(sp.expand(u**2), (r, 0, sp.oo))
    t2_sym[l] = sp.simplify(
        sp.integrate(sp.expand(Tu**2), (r, 0, sp.oo)) / size2)
    density0[l] = sp.limit((u / r)**2, r, 0) / (4 * sp.pi * size2)

print("MATRIX MODEL (mass 1.5, atomic units)")
print(f"largest eigenvalue of T: {norm(T):.3f} hartree")
print("error ratios when c is doubled from 20 to 40 (dimensionless):")
print(f"  h through c^-2: {ratio['h2']:.2f}")
print(f"  h through c^-4: {ratio['h4']:.2f}")
print(f"  chi = -T phi/(2mc^2): {ratio['X']:.2f}")
print(f"  upper block after exp(S), through c^-4: {ratio['up']:.2f}")
print(f"  lower block after exp(S), through c^-4: {ratio['low']:.2f}")
print(f"  remaining odd block, through c^-2: {ratio['odd']:.2f}")
print("norm of V-dependent coefficient of c^-2 (atomic units):")
print(f"  Klein-Gordon: {v_part_kg:.1e}")
print(f"  Dirac: {v_part_dirac:.4f}")
print("COULOMB EXAMPLE (mass 1, charge -1)")
print(f"Z = {Z}, c = {c_au:.6f} a.u., Z/c = {Z / c_au:.6f}")
print(f"nonrelativistic n=2 level: {eps0:.6f} hartree")
print(f"1 hartree = {hartree_ev:.6f} eV")
shifts, firsts = {}, {}
for l, label in ((0, "2s"), (1, "2p")):
    level = kg_numeric(l, c_au)
    assert abs(level - kg_closed(l, c_au)) < 1e-8
    t2 = float(t2_sym[l].subs(Zs, Z))
    first = -t2 / (2 * c_au**2)
    shift = level - eps0
    rest = [kg_numeric(l, f * c_au) - eps0 - first / f**2 for f in (1, 2)]
    assert 15.5 < rest[0] / rest[1] < 16.5, rest
    shifts[l], firsts[l] = shift, first
    print(f"{label}: <T^2> = {t2_sym[l]} = {t2:.4f} hartree^2")
    print(f"{label}: Klein-Gordon level - c^2 = {level:.8f} hartree")
    print(f"{label}: closed-form level - c^2 = {kg_closed(l, c_au):.8f} hartree")
    print(f"{label}: full shift = {shift:.8f} hartree"
          f" = {shift * hartree_ev:.5f} eV")
    print(f"{label}: -<T^2>/(2c^2) = {first:.8f} hartree"
          f" = {first * hartree_ev:.5f} eV")
    print(f"{label}: remainder = {rest[0]:.3e} hartree,"
          f" ratio on doubling c = {rest[0] / rest[1]:.3f}")
darwin = np.pi * Z * float(density0[0].subs(Zs, Z)) / (2 * c_au**2)
assert density0[1] == 0
assert abs(shifts[0] - firsts[0]) < 0.05 * darwin
print(f"2s: Dirac-type Darwin term would be {darwin:.8f} hartree")
print(f"2s: first-order shift with it = {firsts[0] + darwin:.8f} hartree")
split, split1 = shifts[1] - shifts[0], firsts[1] - firsts[0]
print(f"2p - 2s, full: {split:.8f} hartree = {split * hartree_ev:.5f} eV")
print(f"2p - 2s, order c^-2: {split1:.8f} hartree"
      f" = {split1 * hartree_ev:.5f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
MATRIX MODEL (mass 1.5, atomic units)
largest eigenvalue of T: 6.193 hartree
error ratios when c is doubled from 20 to 40 (dimensionless):
  h through c^-2: 15.85
  h through c^-4: 63.32
  chi = -T phi/(2mc^2): 15.85
  upper block after exp(S), through c^-4: 63.84
  lower block after exp(S), through c^-4: 63.84
  remaining odd block, through c^-2: 15.94
norm of V-dependent coefficient of c^-2 (atomic units):
  Klein-Gordon: 5.2e-06
  Dirac: 2.5466
COULOMB EXAMPLE (mass 1, charge -1)
Z = 10, c = 137.035999 a.u., Z/c = 0.072974
nonrelativistic n=2 level: -12.500000 hartree
1 hartree = 27.211386 eV
2s: <T^2> = 13*Z**4/64 = 2031.2500 hartree^2
2s: Klein-Gordon level - c^2 = -12.55459089 hartree
2s: closed-form level - c^2 = -12.55459089 hartree
2s: full shift = -0.05459089 hartree = -1.48549 eV
2s: -<T^2>/(2c^2) = -0.05408341 hartree = -1.47168 eV
2s: remainder = -5.075e-04 hartree, ratio on doubling c = 16.150
2p: <T^2> = 7*Z**4/192 = 364.5833 hartree^2
2p: Klein-Gordon level - c^2 = -12.50971950 hartree
2p: closed-form level - c^2 = -12.50971950 hartree
2p: full shift = -0.00971950 hartree = -0.26448 eV
2p: -<T^2>/(2c^2) = -0.00970728 hartree = -0.26415 eV
2p: remainder = -1.222e-05 hartree, ratio on doubling c = 16.018
2s: Dirac-type Darwin term would be 0.03328210 hartree
2s: first-order shift with it = -0.02080131 hartree
2p - 2s, full: 0.04487139 hartree = 1.22101 eV
2p - 2s, order c^-2: 0.04437613 hartree = 1.20754 eV
ALL CHECKS PASSED
```
